# From the Feynman-gauge to the Coulomb-gauge photon propagator, part 2

Two charged particles exchange a photon. We compare the exchange in Feynman and Coulomb gauge, and now take the Coulomb-gauge propagator to position space and then to scattering.

Units are $\hbar=c=1$ with Heaviside-Lorentz charges, and the metric is $(+,-,-,-)$. The photon carries $k^\mu=(\omega,\mathbf k)$, with $K=|\mathbf k|>0$ and $k^2=\omega^2-K^2$. Waves are $e^{-i\omega t+i\mathbf k\cdot\mathbf r}$, and $r=|\mathbf r|$. Latin indices are spatial, and repeated indices are summed. Write $d=k^2+i\varepsilon$, with $\varepsilon$ small and positive.

A current $J^\mu=(J^0,\mathbf J)$ has charge density $J^0$; lower labels 1 and 2 number the particles. A conserved current obeys $k\cdot J=\omega J^0-\mathbf k\cdot\mathbf J=0$. The propagator gives the potential $A_\mu=D_{\mu\nu}J^\nu$ and, with coupling constants removed, the exchange amplitude

$$M=J_1^\mu D_{\mu\nu}J_2^\nu .$$

In Feynman gauge $D^F_{\mu\nu}=-g_{\mu\nu}/(k^2+i\varepsilon)$. Adding the gauge terms $k_\mu\xi_\nu+\xi_\mu k_\nu$, with lower components $\xi_\mu=(\omega,\mathbf k)/[2K^2(k^2+i\varepsilon)]$, imposes $k^iD_{i\nu}=0$ and gives the Coulomb-gauge form

$$D^C_{00}=\frac1{K^2},\qquad D^C_{0i}=0,\qquad D^C_{ij}=\frac{\delta_{ij}-k^ik^j/K^2}{k^2+i\varepsilon}.$$

Here $\xi\cdot J=\xi_\nu J^\nu$. The gauge terms leave the fields of a conserved source unchanged.

The average of $e^{i\mathbf k\cdot\mathbf r}$ over the directions of $\mathbf k$ is $\sin(Kr)/(Kr)$, which leads to

$$\int\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r}}{K^2}
=\frac1{2\pi^2r}\int_0^\infty dK\,\frac{\sin Kr}{K}
=\frac1{2\pi^2r}\,\frac\pi2=\frac1{4\pi r}.$$

The scalar part is therefore instantaneous:

$$D^C_{00}(t,\mathbf r)=\frac{\delta(t)}{4\pi r}.$$

The final listing also includes two checks of these results. One solves the gauge conditions for $\xi_\mu$ at $k^\mu=(0.7,\,0.5,\,-1.1,\,0.4)$. The other keeps $\varepsilon$ finite in $D^C_{00}$ and integrates over frequency with a normalized Gaussian weight $g(\omega)$ of unit width at $K=1$, testing

$$\mathrm{Re}\int d\omega\,g(\omega)\left(D^C_{00}-\frac1{K^2}\right)\simeq-\frac{\pi\varepsilon\,g(K)}{K^3}.$$

### The transverse part at fixed frequency

Write $k^2+i\varepsilon=\Omega^2-K^2$, where $\Omega^2=\omega^2+i\varepsilon$ and $\Omega$ is the root in the upper half plane. As $\varepsilon\to0$, $\Omega$ tends to $|\omega|$ from above. The first integral needed is

$$G(r)=\int\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r}}{\Omega^2-K^2}
=\frac1{2\pi^2r}\int_0^\infty dK\,\frac{K\sin Kr}{\Omega^2-K^2}.$$

The integrand is even in $K$, so the range can be extended to the whole line with a factor $\tfrac12$. There $\sin Kr$ may be replaced by $e^{iKr}/i$, because the cosine part is odd and integrates to zero:

$$G(r)=\frac1{4\pi^2ir}\int_{-\infty}^\infty dK\,\frac{K\,e^{iKr}}{\Omega^2-K^2}.$$

For $r>0$ the contour is closed in the upper half plane, where it encloses the pole at $K=\Omega$. Since $\Omega^2-K^2=-(K-\Omega)(K+\Omega)$, the residue is $-\Omega e^{i\Omega r}/(2\Omega)=-e^{i\Omega r}/2$. Multiplication by $2\pi i$ gives $-i\pi e^{i\Omega r}$, and hence

$$G(r)=-\frac{e^{i\Omega r}}{4\pi r}.$$

The projector also requires the transform of $k^ik^j/[K^2(\Omega^2-K^2)]$. Under the integral, $k^ik^j$ equals $-\partial_i\partial_j$ acting on $e^{i\mathbf k\cdot\mathbf r}$. The remaining denominator separates into known pieces:

$$\frac1{K^2(\Omega^2-K^2)}=\frac1{\Omega^2}\left(\frac1{K^2}+\frac1{\Omega^2-K^2}\right).$$

Its transform is

$$F(r)=\frac{1-e^{i\Omega r}}{4\pi\Omega^2r}.$$

The projector contributes $-k^ik^j$, and the derivatives supply another minus sign, so

$$D^C_{ij}(\Omega,\mathbf r)=-\delta_{ij}\frac{e^{i\Omega r}}{4\pi r}+\partial_i\partial_jF(r).$$

To read off components, let $\hat r_i=x_i/r$. From $\partial_jF=\hat r_jF'$ and $\partial_i\hat r_j=(\delta_{ij}-\hat r_i\hat r_j)/r$,

$$\partial_i\partial_jF=\hat r_i\hat r_jF''+(\delta_{ij}-\hat r_i\hat r_j)\frac{F'}r .$$

The component along $\mathbf r$ is thus $-e^{i\Omega r}/(4\pi r)+F''$. Differentiating $F$ twice gives

$$F''=\frac1{4\pi\Omega^2}\left(\frac{\Omega^2e^{i\Omega r}}r+\frac{2i\Omega e^{i\Omega r}}{r^2}+\frac{2(1-e^{i\Omega r})}{r^3}\right).$$

Its first term cancels $-e^{i\Omega r}/(4\pi r)$. What remains along $\mathbf r$ falls off as $1/r^2$ or faster at fixed real $\Omega\neq0$, whereas the perpendicular components keep a $1/r$ wave. At large distance the wave is therefore polarized across its direction of travel. Since $\Omega\to|\omega|$ and the time factor is $e^{-i\omega t}$, this wave is outgoing for $\omega>0$ and incoming for $\omega<0$.

The numerical check evaluates the momentum integrals at $\Omega=1+0.2i$ and $r=1.3$ in arbitrary units, where the pole lies off the real axis. The component along $\mathbf r$ is $-0.0324-0.0369i$ and the perpendicular one is $0.0036-0.0270i$, in agreement with the formula.

### The unretarded terms cancel in the sum

The number 1 in the numerator of $F$ carries no phase $e^{i\Omega r}$. It represents a part of the transverse propagator that involves no travel time. In momentum space this part is $-k^ik^j/(\omega^2K^2)$, for $\omega\neq0$. Between two conserved currents it gives

$$-\frac{(\mathbf k\cdot\mathbf J_1)(\mathbf k\cdot\mathbf J_2)}{\omega^2K^2}=-\frac{J_1^0J_2^0}{K^2},$$

which cancels the contribution of $D^C_{00}$. The rest of the transverse part gives

$$\frac{\mathbf J_1\cdot\mathbf J_2}{k^2+i\varepsilon}-\frac{(\mathbf k\cdot\mathbf J_1)(\mathbf k\cdot\mathbf J_2)}{\omega^2(k^2+i\varepsilon)}
=\frac{\mathbf J_1\cdot\mathbf J_2-J_1^0J_2^0}{k^2+i\varepsilon},$$

and this is the Feynman-gauge amplitude.

The construction of $\xi$ treated the denominator $d$ as a symbol, so it also holds for the retarded response, in which $\omega$ is replaced by $\omega+i0$ in $d$. The wave factor is then $e^{i\omega r}$ for both signs of $\omega$, and its time transform is $\delta(t-r)$. The fields of a conserved source are the same in both gauges, and in Feynman gauge they come from retarded potentials. The instantaneous scalar potential therefore sends no signal faster than light. It is one part of a division whose other part also contains an unretarded piece.

### Low frequency and the Breit tensor

When $|\Omega|r$ is small, the wave changes little while it crosses the distance $r$. Expand the exponential:

$$1-e^{i\Omega r}=-i\Omega r+\frac{\Omega^2r^2}2+\frac{i\Omega^3r^3}6+\dots$$

$$F=-\frac{i}{4\pi\Omega}+\frac r{8\pi}+\frac{i\Omega r^2}{24\pi}+\dots$$

The first term of $F$ is large, but it is constant in space and disappears on differentiation. The others follow from $\partial_i\partial_jr=(\delta_{ij}-\hat r_i\hat r_j)/r$ and $\partial_i\partial_jr^2=2\delta_{ij}$. The wave term is $-\delta_{ij}/(4\pi r)-i\Omega\delta_{ij}/(4\pi)+\dots$. Adding the two sets of terms,

$$D^C_{ij}=-\frac{\delta_{ij}+\hat r_i\hat r_j}{8\pi r}-\frac{i\Omega}{6\pi}\delta_{ij}+\dots$$

Here $-\tfrac14+\tfrac18=-\tfrac18$ fixes the coefficient of $\delta_{ij}/(\pi r)$, and $-\tfrac14+\tfrac1{12}=-\tfrac16$ fixes that of $i\Omega\delta_{ij}/\pi$. In the static limit, $4\pi r$ times the propagator is $-1$ along $\mathbf r$ and $-\tfrac12$ across it. At $\Omega=0.001$ and $r=1.3$, the real parts come out as $-1.000000$ and $-0.499999$.

For two slowly varying classical currents $q\mathbf v$, the interaction in this limit is

$$\frac{q_1q_2}{4\pi r}-\frac{q_1q_2}{8\pi r}\left[\mathbf v_1\cdot\mathbf v_2+(\mathbf v_1\cdot\hat{\mathbf r})(\mathbf v_2\cdot\hat{\mathbf r})\right].$$

Replacing the velocities by the Dirac matrices $\boldsymbol\alpha_1$ and $\boldsymbol\alpha_2$, which represent velocity in the Dirac equation, turns the second term into the Breit operator.

The Coulomb gauge makes this limit direct, since one sets $\omega=0$ in $D^C_{ij}$ and nothing else needs correcting. In Feynman gauge the charge part must be expanded too:

$$-\frac1{k^2}=\frac1{K^2-\omega^2}=\frac1{K^2}+\frac{\omega^2}{K^4}+\dots$$

Between conserved currents, $\omega^2J_1^0J_2^0/K^4=(\mathbf k\cdot\mathbf J_1)(\mathbf k\cdot\mathbf J_2)/K^4$. This is of second order in the currents, as is the leading current part $-\mathbf J_1\cdot\mathbf J_2/K^2$. Together they form the static transverse interaction. Setting $\omega=0$ in the Feynman propagator drops the first of these terms. The result then differs from the Breit interaction, unless $\mathbf k\cdot\mathbf J=\omega J^0$ vanishes for one of the currents. This happens for a transfer whose actual frequency is zero, and also when a transition charge density $J^0$ is zero.

### Dirac currents on and off the energy shell

Let two distinguishable free Dirac particles have masses $m_1$ and $m_2$. Particle 1 goes from momentum $\mathbf p_1$ to $\mathbf p_1'=\mathbf p_1+\mathbf k$, and particle 2 from $\mathbf p_2$ to $\mathbf p_2'=\mathbf p_2-\mathbf k$. The spinors satisfy $H(\mathbf p)u=Eu$, with $H(\mathbf p)=\boldsymbol\alpha\cdot\mathbf p+\beta m$ and $u^\dagger u=1$. The currents are

$$J^0=u'^\dagger u,\qquad \mathbf J=u'^\dagger\boldsymbol\alpha u .$$

Take the difference of the two Hamiltonians of particle 1 between its spinors. Acting to the left and to the right on eigenvectors, it gives $(E_1'-E_1)J_1^0$. The mass term cancels in the difference, which leaves $\boldsymbol\alpha\cdot\mathbf k$, so the same quantity is $\mathbf k\cdot\mathbf J_1$. Choosing $\omega=E_1'-E_1$ gives

$$k\cdot J_1=\omega J_1^0-\mathbf k\cdot\mathbf J_1=0 .$$

For particle 2 the momentum change is $-\mathbf k$, so $(E_2'-E_2)J_2^0=-\mathbf k\cdot\mathbf J_2$ and

$$k\cdot J_2=\Delta\,J_2^0,\qquad \Delta=\omega+E_2'-E_2 .$$

The quantity $\Delta$ is the total final energy minus the total initial energy. The gauge terms change the amplitude by

$$M_C-M_F=(k\cdot J_1)(\xi\cdot J_2)+(\xi\cdot J_1)(k\cdot J_2).$$

The first product vanishes. In the second, conservation of $J_1$ gives $\xi\cdot J_1=(\omega J_1^0+\mathbf k\cdot\mathbf J_1)/(2K^2k^2)=\omega J_1^0/(K^2k^2)$. Hence

$$M_C-M_F=\frac{\omega\,\Delta\,J_1^0J_2^0}{K^2k^2}.$$

When energy is conserved, $\Delta=0$ and the gauges agree. They also agree when $\omega=0$, whatever $\Delta$ is, because then $\xi\cdot J_1=0$. For $\Delta\neq0$ the photon frequency is a choice, and this result depends on it. Taking instead $\tilde\omega=E_2-E_2'=\omega-\Delta$ conserves $J_2$ and gives $k\cdot J_1=-\Delta J_1^0$. The same steps then give $M_C-M_F=-\tilde\omega\,\Delta\,J_1^0J_2^0/[K^2(\tilde\omega^2-K^2)]$.

### A worked collision

Let the masses be $m$ and $3m$, and use $m$ as the unit of energy and momentum. The initial momenta are $\mathbf p_1=(0.6,0,0.8)$ and $\mathbf p_2=(0,0,-1.5)$. The transfer has direction $(0.6,0,-0.8)$, and both spinors are built from spin up along the third axis. Energy conservation then fixes $K=1.14847$.

The final momentum of particle 1 is $(1.2891,0,-0.1188)$. Its energy rises from $\sqrt2=1.4142$ to $1.6358$, so $\omega=0.2216$. This gives $K^2=1.3190$ and $k^2=0.0491-1.3190=-1.2699$. The charge densities are $J_1^0=0.9177$ and $J_2^0=0.9844$, with product $0.9034$. The charge parts of the amplitude, in units of $1/m^2$, are

$$\text{Feynman: }\frac{0.9034}{1.2699}=0.7114,\qquad
\text{Coulomb: }\frac{0.9034}{1.3190}=0.6849 .$$

The current parts are $0.0947$ in Feynman gauge and $0.1212$ in Coulomb gauge. Both totals are $0.8061$. The gauge transformation has moved $0.0265$ from the charge part to the current part, in accordance with

$$\frac{\omega^2J_1^0J_2^0}{K^2|k^2|}=\frac{0.0491\times0.9034}{1.3190\times1.2699}=0.0265 .$$

Relative to the Feynman charge part, this shift is $\omega^2/K^2=3.7\%$. Relative to the smaller Feynman current part it is $28\%$. The size of a "magnetic" contribution thus has a meaning only together with the gauge in which it was separated.

Now raise $K$ by a quarter to $1.4356$, keeping the initial momenta and the direction. Energy is no longer conserved. The transfer to particle 1 is $\omega=0.3905$, and the mismatch is $\Delta=0.1773$. The totals become $0.5065$ in Feynman gauge and $0.4913$ in Coulomb gauge. Their difference, $-0.0152$, is $3.0\%$ of the Feynman total in magnitude, and the formula above gives the same value. Its sign is negative because $k^2<0$ while the other factors are positive. Both sign and size belong to the choice $\omega=E_1'-E_1$. With $\tilde\omega=\omega-\Delta$, which is positive here, the difference would be positive.

### Where the equivalence can fail for bound electrons

The off-shell difference matters when a single exchange is used as an effective interaction between states of unequal total energy. Such a matrix element can depend on the gauge, and it is then not an observable by itself.

For bound orbitals the condition can be read from the Dirac equation. Let $\psi$ and $\psi'$ have energies $E$ and $E'$ in the same real local potential $V(\mathbf r)$, so that $\boldsymbol\alpha\cdot\nabla\psi=i(E-V-\beta m)\psi$. Then

$$\nabla\cdot(\psi'^\dagger\boldsymbol\alpha\psi)
=i\psi'^\dagger(E-V-\beta m)\psi-i\psi'^\dagger(E'-V-\beta m)\psi
=-i(E'-E)\,\psi'^\dagger\psi .$$

The potential cancels, and the transition current is conserved at the frequency $E'-E$. If one electron gains the energy that the other loses, both currents are conserved at the same photon frequency, and the two gauges give the same one-photon exchange. With a nonlocal potential, such as the exchange operator of the Hartree-Fock method, $V$ need not cancel point by point. The equality of the two gauges is then no longer assured, even when the orbital energies balance.

## Calculated quantities

```
Gauge vector at a sample k (arbitrary units)
  k^mu = [ 0.7  0.5 -1.1  0.4]  K^2 = 1.6200  k^2 = -1.1300
  xi_mu solved = [-0.191194 -0.136567  0.300448 -0.109254]
  D_00 Feynman = 0.884956, Coulomb = 0.617284
Smeared Re(D_00 - 1/K^2) at K = 1, Gaussian of unit width
  eps = 1e-02: difference = -7.6236e-03, over eps = -0.76236
  eps = 1e-03: difference = -7.6040e-04, over eps = -0.76040
  eps = 1e-04: difference = -7.6020e-05, over eps = -0.76020
  predicted slope = -0.76017
Position space at r = 1.3 (arbitrary units)
  Coulomb part: integral 0.061213, 1/(4 pi r) 0.061213
  Omega = 1+0.2i, along r: integral -0.032409-0.036903j, formula -0.032409-0.036903j
  Omega = 1+0.2i, perp r:  integral 0.003579-0.027027j, formula 0.003579-0.027027j
  Omega = 0.001: 4 pi r Re D along = -1.000000, perp = -0.499999
Scattering, masses 1 and 3 m
  p1 = [0.6 0.  0.8] m, p2 = [ 0.   0.  -1.5] m, direction [ 0.6  0.  -0.8]
  K = 1.148470 m, w = 0.221586 m, k^2 = -1.269884 m^2
  J1^0 = 0.917673, J2^0 = 0.984445 (no unit)
  Feynman: charge 0.711402, current 0.094681, total 0.806084 1/m^2
  Coulomb: charge 0.684920, current 0.121164, total 0.806084 1/m^2
Off the energy shell, K = 1.435588 m
  w = 0.390498 m, energy mismatch = 0.177336 m
  totals: Feynman 0.506525, Coulomb 0.491306 1/m^2
  Coulomb - Feynman = -0.015220, formula -0.015220 1/m^2
```
